# Why n = 4 Emission of Neighbouring Tin Ions Overlaps near 13.5 nm

**Q:** My tin plasma contains several charge states at once, yet their strong emission piles up in one narrow region near 13.5 nm. An ion with one electron fewer binds the rest more tightly. Why don't its lines move away?

**A:** Binding energies do move. A photon energy is a difference of two of them, so ask how much the missing electron mattered to the lower state and how much to the upper.

Take Sn\(^{q+}\) with ground configuration \(4p^64d^m\), \(m=14-q\), for \(q=8\) to 13. Let \(E_g(m)\) be its energy, and \(E_x(m)\) the energy after one 4d electron has jumped to an orbital \(nl\). The other \(m-1\) 4d electrons are spectators. Removing one spectator costs

\[
I=E_g(m-1)-E_g(m),\qquad I^*=E_x(m-1)-E_x(m)
\]

without and with the excitation. Subtract the first from the second and group the terms by ion:

\[
I^*-I=[E_x(m-1)-E_g(m-1)]-[E_x(m)-E_g(m)]=\Delta E(q+1)-\Delta E(q).
\]

This is energy bookkeeping, with no approximation. The line stays put if the spectator is bound equally strongly whether its partner sits in 4d or in \(nl\).

**Q:** Can you turn that into something I can estimate?

**A:** Yes, with the average energy of a configuration. Let \(U_{ij}\) be the repulsion between an electron in shell \(i\) and one in shell \(j\), averaged over all allowed pairs of spin orbitals. Let \(a\) and \(b\) be the energies of a single 4d and a single \(nl\) electron in the field of the nucleus and closed shells, and \(E_c\) the closed-shell energy. Counting pairs gives

\[
E_g=E_c+ma+\tfrac12m(m-1)U_{dd},
\]
\[
E_x=E_c+(m-1)a+b+\tfrac12(m-1)(m-2)U_{dd}+(m-1)U_{d,nl}.
\]

Since \(\tfrac12(m-1)(m-2)-\tfrac12m(m-1)=-(m-1)\),

\[
\Delta E=b-a+(m-1)(U_{d,nl}-U_{dd}).
\]

If the orbitals are held fixed, lowering \(m\) by one changes this by

\[
\boxed{\Delta E(q+1)-\Delta E(q)\simeq U_{dd}-U_{d,nl}.}
\]

For the inner jump 4p→4d, the upper configuration is \(4p^54d^{m+1}\). The \(m\)-dependent pair terms are \(6mU_{pd}+\tfrac12m(m-1)U_{dd}\) below and \(5(m+1)U_{pd}+\tfrac12m(m+1)U_{dd}\) above. Their difference is \((5-m)U_{pd}+mU_{dd}\), so removing a 4d electron changes the jump by \(U_{pd}-U_{dd}\).

**Q:** What decides the size of \(U\)?

**A:** Mostly orbital size. With radial functions \(P\), and \(r_<,r_>\) the smaller and larger of \(r,r'\), define

\[
F^k_{ij}=\iint P_i^2(r)P_j^2(r')\frac{r_<^k}{r_>^{k+1}}\,dr\,dr',
\]
\[
G^k_{ij}=\iint P_iP_j(r)\,P_iP_j(r')\frac{r_<^k}{r_>^{k+1}}\,dr\,dr'.
\]

Averaging over orientations makes each charge cloud spherical, so the direct repulsion is \(F^0\). Exchange needs parallel spins, which is half of the pairs. Its angular factor averages to \(c_k\), the square of the 3j symbol \((l\,k\,l';0\,0\,0)\). Hence, for different shells,

\[
U_{ij}=F^0_{ij}-\tfrac12\sum_kc_kG^k_{ij}.
\]

Within 4d, the sum over all 100 ordered pairs contains 10 self-pairs that contribute zero, so it must be divided by 90. With \(c_0=1/5\) and \(c_2=c_4=2/35\),

\[
U_{dd}=\tfrac{100}{90}\left[F^0-\tfrac1{10}F^0-\tfrac1{35}(F^2+F^4)\right]=F^0-\tfrac2{63}(F^2+F^4).
\]

Two limits show what follows. If \(nl\) had the same radial function as 4d, \(F^0\) would cancel in \(U_{dd}-U_{d,nl}\) and only small exchange terms would remain. If \(nl\) were very far out, \(U_{d,nl}\) would vanish and the jump would move by the full \(U_{dd}\), as an ionization energy does.

**Q:** Where do real tin orbitals lie between those limits?

**A:** I use Hartree–Fock orbitals for configuration averages, with a scalar relativistic one-electron Hamiltonian. Excited orbitals are found in the unrelaxed core. A larger radial basis lowers the 5p and 5f radii below by 0.01 and 0.02 bohr and the repulsions by up to 0.04 eV. For Sn\(^{10+}\):

| Orbital | Mean radius (bohr) | \(U\) with 4d (eV) |
|---|---:|---:|
| 4p | 0.83 | 26.2 |
| 4d | 0.92 | 25.9 |
| 4f | 1.10 | 23.3 |
| 5p | 1.71 | 17.1 |
| 5f | 2.33 | 13.8 |

The fixed-orbital law then gives \(25.9-23.3\approx2.7\) eV per charge for 4d→4f (from unrounded values), but 8.8 eV for 4d→5p and 12.2 eV for 4d→5f. For 4p→4d it gives 0.3 eV.

Orbitals do contract as charge rises, so I compared the law with separately self-consistent ions. Between Sn\(^{8+}\) and Sn\(^{13+}\), the average energies have these fitted slopes, in eV per charge:

- 4d→4f: 2.1, against 2.6 from the law averaged over neighbouring ions
- 4p→4d: 0.0, against 0.2
- 4d→5p: 7.6, against 8.8
- 4d→5f: 10.6, against 12.0

The largest error for any single step is 1.8 eV. The law is thus a first estimate, good enough to separate the two classes of jump.

**Q:** So the n = 4 arrays hardly move, and that puts them at 13.5 nm?

**A:** No. Slow motion explains why they stay together, not where they are. In Sn\(^{10+}\) the average energies are 76.9 eV for 4d→4f and 75.1 eV for 4p→4d, well below the 92 eV of a 13.5 nm photon. A plain average counts every upper state equally, whereas light comes from states with a large dipole strength, and those lie higher.

**Q:** Why should the bright states lie higher?

**A:** A bright state is a superposition of many single-electron jumps whose transition dipoles add up. The Coulomb interaction between these jumps raises its energy.

To calculate this, let \(T\) be the dipole operator for d→f, with real matrix elements \(t_{xa}\) from 4d spin orbital \(a\) to 4f spin orbital \(x\). Sums over the three polarizations are understood. Weight all lower states equally. The strength-weighted mean transition energy is

\[
\bar E=\frac{\sum_g\left[\langle Tg|H|Tg\rangle-\langle Tg|T|Hg\rangle\right]}{\sum_g\langle Tg|Tg\rangle},
\]

where \(H\) in the second term acts within the lower configuration. Inserting eigenstates turns each numerator term into a strength times an upper or lower energy.

By spherical symmetry, \(\sum_xt_{xa}t_{xb}=\sigma\delta_{ab}\). Every lower state therefore has total strength \(\sigma m\), and the second term gives the ordinary average lower energy.

In the first term, write \(\langle ij\|kl\rangle\) for direct minus exchange repulsion. A given ordered pair \(a\ne b\) is occupied with probability \(m(m-1)/90\). Such a pair contributes in two ways: the same electron jumps on both sides of the matrix element, or a different one does. The two sums are

\[
A=\sum_{a\ne b}\sum_{xy}t_{xa}t_{ya}\langle xb\|yb\rangle,\qquad
C=\sum_{a\ne b}\sum_{xy}t_{xa}t_{yb}\langle xb\|ay\rangle.
\]

Now add the terms \(a=b\) to both. They cancel between \(A\) and \(C\), because exchanging the last two labels changes the sign. The completed first sum is \(100\sigma U_{df}\), since a full d shell is spherical. Call the completed second sum \(10\sigma B\). Then the jumping electron's interaction with spectators, per unit strength, is

\[
\frac{m(m-1)}{90}\,\frac{100\sigma U_{df}+10\sigma B}{\sigma m}
=(m-1)\left[U_{df}+\frac{U_{df}+B}{9}\right].
\]

The one-electron terms and the repulsion among the spectators leave the 4f orbital unchanged or act uniformly within it, so \(\sum_xt_{xa}t_{xb}=\sigma\delta_{ab}\) gives them the same values as in the plain average. The first part of the bracket is also already in the average energy. Only the second part is new:

\[
\bar E_{df}=\Delta E_{df}+(m-1)x_{df},\qquad x_{df}=\frac{B+U_{df}}9 .
\]

For 4p→4d, follow holes instead of electrons. The lower state has \(10-m\) holes in 4d, and one of them moves to 4p, leaving \(9-m\) spectator holes. Two holes repel as two electrons do, and the remaining one-body terms are uniform within each shell. Thus \(\bar E_{pd}=\Delta E_{pd}+(9-m)x_{pd}\), with \(x_{pd}\) built in the same way from p and d orbitals.

**Q:** Which part of \(B\) pushes the energy up?

**A:** The direct repulsion of two transition dipoles. Since \(t_{xa}\) has dipole angular form, orthogonality of the multipoles leaves only \(k=1\). For one polarization, the sum of squared angular factors over orbitals is \((2l+1)(2l'+1)c_1/3\), and spin doubles it. This part of \(B\) is therefore

\[
\frac{2(2l+1)(2l'+1)c_1}{3}\,G^1 .
\]

With \(c_1=3/35\) for d–f and \(2/15\) for p–d, it equals \(2G^1_{df}\) and \(\tfrac43G^1_{pd}\).

In Sn\(^{10+}\), \(G^1_{df}=14.6\) eV, so the push is 29.2 eV. The complete \(B+U_{df}\) is \(9x_{df}=9\times2.75\approx24.8\) eV; the other multipole and exchange terms take back about 4.4 eV. With \(m=4\) and \(x_{pd}=2.22\) eV,

\[
\bar E_{df}=76.9+3(2.75)\approx85.1\ \text{eV},
\]
\[
\bar E_{pd}=75.1+5(2.22)=86.2\ \text{eV}.
\]

This weighting also alters the motion with charge. Each ionization removes a d-electron spectator but adds a d-hole spectator. The 4d→4f slope falls from 2.1 to −0.3 eV per charge, while that of 4p→4d rises from 0.0 to 2.4 eV. The changes are not quite equal to \(x\), because \(x\) itself varies with charge.

**Q:** You now have two arrays near 85 eV. That is still too low.

**A:** They share the same lower state and their upper configurations interact, so they must be treated together. In one path, a 4p electron \(c\) jumps to an empty 4d orbital \(a\). In the other, a 4d electron \(b\) jumps to a 4f orbital \(x\). The Coulomb interaction connects the two results through \(\langle cx\|ab\rangle\). Define

\[
X=\sum_{abcx}t_{xb}\,t_{ac}\,\langle cx\|ab\rangle .
\]

The path needs \(b\) occupied and \(a\) empty, which has probability \(m(10-m)/90\). The cross term occurs twice, once in each order. The strengths of the channels are \(m\sigma_{df}\) and \((10-m)\sigma_{pd}\), so

\[
\bar E=\frac{m\sigma_{df}\bar E_{df}+(10-m)\sigma_{pd}\bar E_{pd}+2Xm(10-m)/90}{m\sigma_{df}+(10-m)\sigma_{pd}} .
\]

In Sn\(^{10+}\), 4d→4f carries a fraction 0.547 of the strength, and the cross term adds 9.2 eV:

\[
\bar E=0.547(85.1)+0.453(86.2)+9.2\approx94.8\ \text{eV}.
\]

I tested the whole formula by summing over all determinants of the lower configuration of Sn\(^{10+}\), using the same orbitals. That sum also gives 94.8 eV, or 13.1 nm.

**Q:** And the other ions?

**A:** Here are the joint n = 4 means beside the two shell-changing arrays. Wavelengths are those of the mean energies. A larger radial basis lengthens the 4d→5p values by up to 0.07 nm and moves the other columns by about 0.02 nm or less.

| Ion | n = 4 (eV) | n = 4 (nm) | 4d→5p (nm) | 4d→5f (nm) |
|---|---:|---:|---:|---:|
| Sn\(^{8+}\) | 90.5 | 13.7 | 19.6 | 11.4 |
| Sn\(^{9+}\) | 93.1 | 13.3 | 17.5 | 10.4 |
| Sn\(^{10+}\) | 94.8 | 13.1 | 15.9 | 9.6 |
| Sn\(^{11+}\) | 95.7 | 13.0 | 14.5 | 8.9 |
| Sn\(^{12+}\) | 96.2 | 12.9 | 13.3 | 8.3 |
| Sn\(^{13+}\) | 96.2 | 12.9 | 12.3 | 7.8 |

The fitted slope of the joint mean is 1.1 eV per charge, against 7.5 eV for 4d→5p and 10.3 eV for 4d→5f with the same dipole weighting. A shell-changing array can still pass through the region: 4d→5p does so near Sn\(^{12+}\). Its neighbours on either side are more than 1 nm away from it, so it does not gather several ions together.

**Q:** Is the shift really smaller than the width of an array?

**A:** In this model, yes. Diagonalizing the interacting upper configurations of Sn\(^{13+}\) gives an rms width of 1.2 eV without spin–orbit coupling. The steps from Sn\(^{10+}\) upward are 1.0, 0.4 and 0.0 eV (from unrounded values). The steps from Sn\(^{8+}\) to Sn\(^{9+}\) and on to Sn\(^{10+}\) are 2.6 and 1.7 eV, larger than that width, but Sn\(^{13+}\) has the narrowest array of the six. The strength-weighted second moment over all determinants gives rms widths of 3.4, 2.8, 2.2, 1.8 and 1.5 eV for Sn\(^{8+}\) to Sn\(^{12+}\), again without spin–orbit coupling. Each step is therefore smaller than the widths of the two ions it joins, and neighbouring arrays overlap throughout the series.

**Q:** My plasma is hot. Many ions are already excited before they emit. Does the argument survive?

**A:** On average energies, it does for a spectator excited to 4f, the case I examine here. Suppose one spectator is in 4f instead of 4d. With a 4d spectator, the jump 4d→4f contains the interaction change \(U_{df}-U_{dd}\). With a 4f spectator it contains \(U_{ff}-U_{df}\). The replacement shifts the jump by

\[
(U_{ff}-U_{df})-(U_{df}-U_{dd})=U_{ff}-2U_{df}+U_{dd},
\]

which is 1.4 eV in Sn\(^{10+}\). Similar orbital sizes again make the terms nearly cancel. This permits emission from multiply excited ions in the same region; it does not tell you how much they emit, and it leaves out their own dipole weighting.

**Q:** How far should I trust the wavelengths for a real EUV source?

**A:** Less than the contrast in slopes. A laser-driven tin source has an electron temperature of roughly a few tens of eV and contains charge states in about the range treated here. Its optics use a band about 2% wide around 13.5 nm, which is about 1.8 eV. None of the six calculated means falls inside that band, though they lie on both sides of it.

Missing electron correlation is one possible cause of the error in position; I did not calculate its effect. If I assume that it reduces the weighting and mixing shifts by 15%, the Sn\(^{10+}\) mean drops by 2.8 eV to 92.0 eV, or 13.5 nm. The 15% is an assumption, so this shows sensitivity and is not a prediction. Replacing the Sn\(^{10+}\) core by that of a self-consistent Sn\(^{11+}\) ion raises the average 4d→4f energy by 0.4 eV. Letting all orbitals relax around the average excited configuration lowers either n = 4 jump by less than 0.1 eV in Sn\(^{10+}\), too little to explain the error. Orbitals adapted to the bright states themselves could differ more; I did not calculate them.

Spin–orbit coupling is a different matter. A first-order estimate for Sn\(^{10+}\) gives splittings of about 9 eV for 4p and 1.5 eV for 4d. The 4p value far exceeds the array widths found without it. Adding this coupling within the same configurations raises the rms widths of the six ions to between 3.4 and 4.0 eV, so a line-by-line spectrum needs it. A source spectrum also needs level populations, opacity and line broadening. My means give equal weight to lower states and are not emissivities.

**Q:** When would the near-cancellation itself fail?

**A:** When the upper orbital no longer matches 4d in size. If 4f lay well outside 4d, as 5f does here, \(U_{df}\) would drop and 4d→4f would move quickly with charge despite the shared label n = 4. The quantum number matters through the orbital's extent. In these tin ions the attraction of the core keeps 4f compact enough for a 4d spectator to feel almost the same repulsion before and after the jump. The numerical output lists the mean photon energies for each ion, and the orbital sizes and repulsions for Sn\(^{10+}\).

## Table of computed values

```
Strength-weighted mean photon energies (eV), no channel mixing:
 Sn8+ 4d-4f 83.8  4p-4d 81.3  4d-5p 63.4  4d-5f 108.4
 Sn9+ 4d-4f 84.9  4p-4d 83.7  4d-5p 70.7  4d-5f 119.0
 Sn10+ 4d-4f 85.1  4p-4d 86.2  4d-5p 78.1  4d-5f 129.4
 Sn11+ 4d-4f 84.7  4p-4d 88.6  4d-5p 85.6  4d-5f 139.7
 Sn12+ 4d-4f 83.7  4p-4d 91.1  4d-5p 93.1  4d-5f 149.8
 Sn13+ 4d-4f 82.4  4p-4d 93.5  4d-5p 100.8  4d-5f 159.9
Joint n=4 mean with mixing; wavelengths from mean energies:
 Sn8+ 90.5 eV = 13.70 nm; 4d-5p 19.56 nm; 4d-5f 11.44 nm
 Sn9+ 93.1 eV = 13.32 nm; 4d-5p 17.54 nm; 4d-5f 10.42 nm
 Sn10+ 94.8 eV = 13.08 nm; 4d-5p 15.88 nm; 4d-5f 9.58 nm
 Sn11+ 95.7 eV = 12.95 nm; 4d-5p 14.49 nm; 4d-5f 8.88 nm
 Sn12+ 96.2 eV = 12.89 nm; 4d-5p 13.32 nm; 4d-5f 8.28 nm
 Sn13+ 96.2 eV = 12.89 nm; 4d-5p 12.30 nm; 4d-5f 7.75 nm
Change per unit charge (eV): average / fixed-orbital law / bright
 4d-4f: 2.11 / 2.56 / -0.32; largest law error 0.73
 4p-4d: 0.00 / 0.21 / 2.44; largest law error 0.29
 4d-5p: 7.59 / 8.80 / 7.48; largest law error 1.59
 4d-5f: 10.63 / 12.03 / 10.30; largest law error 1.83
Joint n=4 mean, change per unit charge: 1.10 eV
Sn13+ n=4 array, rms width without spin-orbit: 1.18 eV
Sn10+ mean radius (bohr) and average repulsion with 4d (eV):
 4p: 0.831 bohr, U = 26.18 eV
 4d: 0.917 bohr, U = 25.93 eV
 4f: 1.101 bohr, U = 23.25 eV
 5p: 1.709 bohr, U = 17.10 eV
 5f: 2.325 bohr, U = 13.76 eV
Sn10+ G1(4d,4f) = 14.60 eV, G1(4p,4d) = 18.43 eV
Sn10+ excess per spectator: x_df = 2.75 eV, x_pd = 2.22 eV
Sn10+ configuration averages: 4d-4f 76.9 eV, 4p-4d 75.1 eV
Sn10+ 4d-4f share of n=4 dipole strength: 0.547
Sn10+ shift of joint mean by mixing: 9.17 eV
Sn10+ joint mean from explicit determinants: 94.78 eV
Sn10+ 4d spectator replaced by 4f, average shift: 1.38 eV
Neglected, Sn10+ spin-orbit splitting: 4p 9.4 eV, 4d 1.5 eV
Neglected, Sn10+ 4d-4f change with relaxed core: 0.44 eV
Neglected, 15% cut of Sn10+ weighting and mixing shifts: -2.80 eV
Sn14+ largest orbital-energy gap, two programs: 0.244 eV
```
